# Phonon transmission between two harmonic chains with masses in ratio four

## Problem

Two semi-infinite chains of atoms are joined end to end. Each atom is coupled to its nearest neighbours by springs of stiffness $K$, and the spring that joins the two chains also has stiffness $K$. Atoms $n\le 0$ have mass $m_1=m$; atoms $n\ge 1$ have mass $m_2=4m$. The atoms move along the chain, the springs are perfectly harmonic, and there is no damping.

A lattice wave of angular frequency $\omega$ arrives at the junction from the light side. Let $T$ be the fraction of its energy flux that passes into the heavy chain.

1. Find $T$ at every frequency at which the light chain carries waves. Does it change if the wave arrives from the heavy side?
2. Find the limit of $T$ as $\omega\to0$, and verify it by treating the chains as continuous elastic media. How does $T$ first depart from this limit?
3. How does $T$ behave just below the top of the heavy chain's band?
4. Take $K=20$ N/m and masses of 25 u and 100 u, which are round model parameters. Evaluate $T$ at 0.6 of the heavy chain's highest frequency. Find the frequencies at which $T$ has fallen 1% below its low-frequency limit, and at which it equals one half.

## Solution

### Waves in each chain

Let the displacement of atom $n$ be the real part of $u_n e^{-i\omega t}$. Inside chain $i$, Newton's law reads

$$-m_i\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n).$$

Inserting $u_n=e^{iqn}$ gives

$$m_i\omega^2=2K(1-\cos q_i)=4K\sin^2\frac{q_i}{2}.$$

Here $q_i$ is the phase advance per atom, so the lattice spacing is not needed. The sine cannot exceed 1, and the highest frequency of chain $i$ is therefore $2\sqrt{K/m_i}$. For the heavy chain this is

$$\omega_h=2\sqrt{\frac{K}{4m}}=\sqrt{\frac Km},$$

and for the light chain it is $2\omega_h$. With $x=\omega/\omega_h$, the two dispersion relations become

$$\sin\frac{q_1}{2}=\frac x2,\qquad \sin\frac{q_2}{2}=x .$$

For $0<q_i<\pi$ the group velocity, in atoms per unit time, is $d\omega/dq_i=\sqrt{K/m_i}\,\cos(q_i/2)>0$. With the time factor $e^{-i\omega t}$, the wave $e^{iq_in}$ therefore carries energy to the right.

### Matching at the junction

Take first $0<x<1$, where both chains carry waves. For an incident wave of unit amplitude,

$$u_n=L_n=e^{iq_1n}+re^{-iq_1n}\quad(n\le0),\qquad u_n=R_n=te^{iq_2n}\quad(n\ge1).$$

The right side contains no incoming wave. The equation of atom 0 is

$$-m\omega^2u_0=K(u_1+u_{-1}-2u_0).$$

The expression $L_n$, continued to $n=1$, satisfies the light-chain equation at $n=0$ as well:

$$-m\omega^2L_0=K(L_1+L_{-1}-2L_0).$$

Since $u_0=L_0$ and $u_{-1}=L_{-1}$, subtracting the two equations leaves $u_1=L_1$. This step uses the fact that the joining spring equals the others. The same argument for atom 1, with $R_n$ continued to $n=0$, gives $u_0=R_0$. The conditions are thus $L_0=R_0$ and $L_1=R_1$:

$$1+r=t,\qquad e^{iq_1}+re^{-iq_1}=te^{iq_2}.$$

Substituting the first into the second and collecting the terms in $r$,

$$r\left(e^{-iq_1}-e^{iq_2}\right)=e^{iq_2}-e^{iq_1}
\;\Rightarrow\;
r=\frac{e^{iq_1}-e^{iq_2}}{e^{iq_2}-e^{-iq_1}}.$$

Adding 1 to $r$ cancels $e^{iq_2}$ in the numerator:

$$t=\frac{e^{iq_1}-e^{-iq_1}}{e^{iq_2}-e^{-iq_1}}=\frac{2i\sin q_1}{e^{iq_2}-e^{-iq_1}}.$$

### From amplitudes to energy flux

The bond between atoms $n$ and $n+1$ exerts the force $-K(u_{n+1}-u_n)$ on atom $n+1$, whose velocity amplitude is $-i\omega u_{n+1}$. The mean power delivered to the right is half the real part of force times conjugate velocity:

$$P=\tfrac12\,\mathrm{Re}\left[-K(u_{n+1}-u_n)\,i\omega u_{n+1}^*\right].$$

The term with $|u_{n+1}|^2$ is purely imaginary and drops out. What remains is

$$P=\tfrac12K\omega\,\mathrm{Re}\left[i\,u_nu_{n+1}^*\right]=\tfrac12K\omega\,\mathrm{Im}\left(u_n^*u_{n+1}\right).$$

A single wave $ae^{iqn}$ carries $P=\frac12K\omega|a|^2\sin q$. On the left, where two waves overlap,

$$u_n^*u_{n+1}=e^{iq_1}+|r|^2e^{-iq_1}+re^{-iq_1(2n+1)}+r^*e^{iq_1(2n+1)}.$$

The last two terms are complex conjugates, so their sum is real and carries no mean power. The net power is $\frac12K\omega(1-|r|^2)\sin q_1$. The reflected fraction is therefore $R=|r|^2$, while the transmitted fraction is

$$T=|t|^2\,\frac{\sin q_2}{\sin q_1}.$$

The ratio of sines appears because waves of equal amplitude carry different power in the two chains.

### The spectrum

The squared moduli needed are

$$|e^{iq_2}-e^{-iq_1}|^2=2-2\cos(q_1+q_2)=4\sin^2\frac{q_1+q_2}{2},$$

$$|e^{iq_1}-e^{iq_2}|^2=2-2\cos(q_1-q_2)=4\sin^2\frac{q_1-q_2}{2}.$$

Hence

$$T=\frac{\sin q_1\sin q_2}{\sin^2\frac{q_1+q_2}{2}},\qquad
R=\frac{\sin^2\frac{q_1-q_2}{2}}{\sin^2\frac{q_1+q_2}{2}}.$$

To check energy conservation, set $\alpha=q_1/2$ and $\beta=q_2/2$. Factoring a difference of squares,

$$\sin^2(\alpha+\beta)-\sin^2(\alpha-\beta)=(2\sin\alpha\cos\beta)(2\cos\alpha\sin\beta)=\sin2\alpha\,\sin2\beta,$$

which is the statement $R+T=1$.

To express $T$ through frequency, expand the sines:

$$T=\frac{4\sin\alpha\cos\alpha\sin\beta\cos\beta}{(\sin\alpha\cos\beta+\cos\alpha\sin\beta)^2}.$$

Dividing numerator and denominator by $(\sin\alpha\cos\beta)^2$ gives

$$T=\frac{4\rho}{(1+\rho)^2},\qquad \rho=\frac{\tan\beta}{\tan\alpha}.$$

The dispersion relations supply the tangents:

$$\tan\alpha=\frac{x/2}{\sqrt{1-x^2/4}}=\frac{x}{\sqrt{4-x^2}},\qquad \tan\beta=\frac{x}{\sqrt{1-x^2}}.$$

With $A=\sqrt{4-x^2}$ and $B=\sqrt{1-x^2}$, the mismatch ratio is $\rho=A/B$, and

$$\boxed{T(x)=\frac{4\sqrt{(4-x^2)(1-x^2)}}{\left[\sqrt{4-x^2}+\sqrt{1-x^2}\right]^2},\qquad 0<x<1.}$$

**Above the heavy band.** For $1<x<2$ the light chain still carries waves. On the right put $u_n=t\lambda^n$. Since $4m\omega^2/K=4x^2$, Newton's law requires

$$\lambda+\frac1\lambda=2-4x^2<-2.$$

Both roots are real and negative, and their product is 1. The one that decays to the right is

$$\lambda=-\left(x-\sqrt{x^2-1}\right)^2.$$

Neighbouring heavy atoms move in opposite directions with shrinking amplitude. Then $u_n^*u_{n+1}=|t|^2\lambda^{2n+1}$ is real, so no mean power flows and $T=0$. The matching argument is unchanged, with $\lambda$ in place of $e^{iq_2}$:

$$r=\frac{e^{iq_1}-\lambda}{\lambda-e^{-iq_1}}.$$

For real $\lambda$ the numerator and denominator have equal moduli, so $|r|=1$. At $x=1$ itself $\lambda=-1$, and the power is again zero. Thus $T=0$ for $1\le x<2$, which is the upper half of the light band in frequency. It holds two thirds of the light chain's modes, since $q_1$ runs from $\pi/3$ to $\pi$.

**Incidence from the heavy side.** Viewed in a mirror, this is the same problem with the two masses exchanged. The derivation did not use which mass is larger, so the result follows by exchanging $q_1$ and $q_2$. The expression for $T$ is symmetric under that exchange, and the transmitted fraction is the same from either side for $0<x<1$. The displacement amplitudes are not the same, as the next section shows.

### The acoustic limit

At $x\to0$ we have $A\to2$ and $B\to1$, so

$$T\to\frac{4\cdot2\cdot1}{(2+1)^2}=\frac89.$$

The amplitudes show how this value arises. For small $x$, $q_1\approx x$ and $q_2\approx2x$, so

$$r\to\frac{q_1-q_2}{q_1+q_2}=-\frac13,\qquad t\to\frac{2q_1}{q_1+q_2}=\frac23.$$

The squared amplitude $|t|^2=4/9$ is only half the transmitted energy fraction; the flux factor $\sin q_2/\sin q_1\to2$ supplies the rest. From the heavy side the exchanged formulas give $t\to4/3$, and the flux factor becomes $1/2$. The product is again $(16/9)(1/2)=8/9$.

The continuum calculation uses no lattice equation at the junction. When the wavelength is much longer than the spacing $a$, the tension is $Ka\,\partial u/\partial z$ and the sound speed is $c_i=a\sqrt{K/m_i}$. At any point, the material on the left exerts the force $-Ka\,\partial u/\partial z$ on the material on the right. For a wave travelling to the right, $\partial u/\partial z=-(1/c_i)\,\partial u/\partial t$, and the ratio of this force to the velocity is the acoustic impedance

$$Z_i=\frac{Ka}{c_i}=\sqrt{Km_i}.$$

For a wave travelling to the left the ratio changes sign. Continuity of displacement and of force at the junction then requires

$$1+r=t,\qquad Z_1(1-r)=Z_2t.$$

Eliminating $r=t-1$ gives $Z_1(2-t)=Z_2t$, so $t=2Z_1/(Z_1+Z_2)$. A wave of displacement amplitude $|u|$ carries mean power $\frac12Z\omega^2|u|^2$, and therefore

$$T_{\rm ac}=\frac{Z_2}{Z_1}|t|^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

A mass ratio of four gives $Z_2/Z_1=2$ and $T_{\rm ac}=8/9$, in agreement with the lattice result.

This limit survives a change in the joining spring, although the full spectrum does not. A joining spring of stiffness $K'>0$ stretches by force divided by $K'$. The force amplitude is proportional to $\omega|u|$, so the stretch becomes negligible beside $|u|$ as $\omega\to0$, and continuity of displacement is restored.

**First departure from the limit.** Expanding the squared mismatch ratio,

$$\rho^2=\frac{4-x^2}{1-x^2}=4+3x^2+O(x^4)
\;\Rightarrow\;
\rho=2+\tfrac34x^2+O(x^4).$$

The derivative of $T$ with respect to $\rho$ is

$$\frac{dT}{d\rho}=\frac{4(1+\rho)^2-8\rho(1+\rho)}{(1+\rho)^4}=\frac{4(1-\rho)}{(1+\rho)^3},$$

which equals $-4/27$ at $\rho=2$. Multiplying by $\frac34x^2$,

$$T=\frac89-\frac{x^2}{9}+O(x^4).$$

The fall continues across the whole heavy band. Writing $\rho^2=1+3/(1-x^2)$ shows that $\rho$ grows steadily from 2 without bound, and $dT/d\rho$ is negative whenever $\rho>1$.

### Just below the cutoff

Let $x=1-\delta$ with $0<\delta\ll1$. Then $A^2\to3$ and $B^2=(1-x)(1+x)\approx2\delta$, so $\rho\approx\sqrt{3/(2\delta)}$ is large. Since $T\approx4/\rho$ for large $\rho$,

$$T\approx4\sqrt{\frac{2(1-x)}{3}}.$$

The relative correction to this law is of order $\sqrt{1-x}$, so it is accurate only very near the cutoff: at $x=0.99$ it gives 0.327 against the exact 0.278. The spectrum reaches zero with a vertical tangent. The displacement amplitude does not vanish there. At $x\to1$, $q_1\to\pi/3$ and $q_2\to\pi$, so

$$|t|^2=\frac{\sin^2q_1}{\sin^2\frac{q_1+q_2}{2}}\to\frac{3/4}{3/4}=1.$$

The heavy atoms are still set in motion, but the flux factor $\sin q_2$ and the group velocity of the heavy chain both go to zero.

### Numerical values

The top of the heavy band is at

$$f_h=\frac1{2\pi}\sqrt{\frac{20\ \mathrm{N/m}}{25\ \mathrm u}}=3.493\ \mathrm{THz},$$

and the top of the light band is at twice this, 6.987 THz.

At $x=0.6$ the frequency is $0.6\times3.4933=2.096$ THz. The two roots and their ratio are

$$A=\sqrt{3.64}=1.90788,\quad B=\sqrt{0.64}=0.8,\quad \rho=\frac{1.90788}{0.8}=2.38485,$$

and the transmitted fraction is

$$T=\frac{4\times2.38485}{(3.38485)^2}=0.8326.$$

The amplitude route gives the same value: $|t|^2\sin q_2/\sin q_1=0.49641\times1.67726=0.8326$. The reflected fraction is 0.1674.

To find the frequency for a chosen $T$, note that

$$1-T=\left(\frac{\rho-1}{\rho+1}\right)^2.$$

With $s=\sqrt{1-T}$, this and the definition of $\rho$ give

$$\rho=\frac{1+s}{1-s},\qquad x^2=\frac{\rho^2-4}{\rho^2-1}.$$

- **1% below the limit.** Here $T=0.99\times8/9=0.88$ and $s=\sqrt{0.12}=\sqrt3/5$. Thus $\rho=(5+\sqrt3)/(5-\sqrt3)$, which gives $x=0.274$ and a frequency of 0.958 THz.
- **One half.** Here $s=1/\sqrt2$ and $\rho=3+2\sqrt2$. Thus $x^2=(13+12\sqrt2)/(16+12\sqrt2)$, which gives $x=0.953$ and a frequency of 3.331 THz.

With a joining spring equal to $K$, the acoustic value is therefore good to 1% over roughly the lowest quarter of the heavy band; a much weaker joining spring shrinks this range (for $K'=0.01K$, $T$ is already 0.075 at $x=0.05$). It then becomes steadily worse: $T$ is 0.799 at $x=0.7$, 0.631 at $x=0.9$ and 0.278 at $x=0.99$.

Time integration of Newton's equations for wave packets in a long finite chain gives an independent check. At $x=0.6$ the transmitted energy fraction is 0.8325 from the light side and 0.8326 from the heavy side. At $x=1.2$ it is zero to four decimals. Each packet has a finite spread of frequency and so measures an average of $T$ over that spread. Agreement within 0.002 was therefore required; the numerical output lists all five cases.

For heat flow, the model says that light-chain waves between 3.493 and 6.987 THz carry no energy across the junction. That conclusion rests on three assumptions. First, the heavy side is semi-infinite: the decaying wave $\lambda^n$ leaks through a thin heavy layer set in a light chain, and a layer of two atoms passes 1.4% of the flux at $x=1.2$. Second, the model is one-dimensional: in a square lattice with one displacement per atom and all springs equal to $K$, obliquely incident waves still cross up to $x=2/\sqrt3\approx1.15$. Third, the springs are harmonic, which keeps each wave at its own frequency. Anharmonic forces can couple different frequencies, and the argument for total reflection then no longer holds.

## Computed values

```
spring constant K = 20.0 N/m
light mass = 25.0 u, heavy mass = 100.0 u
top of light band = 6.9867 THz
top of heavy band = 3.4933 THz
acoustic transmission from impedances = 0.888889
interface equations at x = 0.001: T = 0.888889
  r = -0.3333, |t|^2 = 0.4444
  flux factor T/|t|^2 = 2.0000
(8/9 - T)/x^2 at x = 0.02: 0.11115  (1/9 = 0.11111)
T / cutoff law at 1 - x = 1e-6: 0.99837
evaluation at x = 0.6: frequency = 2.0960 THz
  q1 = 0.60939 rad, q2 = 1.28700 rad
  A = 1.90788, B = 0.80000
  rho = 2.38485
  |t|^2 = 0.49641, sin q2/sin q1 = 1.67726
  T = 0.83261, R = 0.16739, sum = 1.00000
table: x, frequency (THz), T from interface equations, T from formula
  0.10  0.3493  0.88777  0.88777
  0.30  1.0480  0.87810  0.87810
  0.50  1.7467  0.85410  0.85410
  0.70  2.4453  0.79926  0.79926
  0.90  3.1440  0.63076  0.63076
  0.99  3.4584  0.27778  0.27778
wave packets: x, incident from, transmitted energy fraction, formula
  0.3  light side  0.8781  0.8781
  0.6  light side  0.8325  0.8326
  0.9  light side  0.6303  0.6308
  0.6  heavy side  0.8326  0.8326
  1.2  light side  0.0000  0.0000
T = 0.8800 (1% below 8/9): x = 0.2741, frequency = 0.9575 THz
T = 0.5000 (one half): x = 0.9534, frequency = 3.3306 THz
```
